**Character orthogonality and reduction, tested on the tetrahedral group**

For a finite group of order h, the irreducible complex characters χ_i obey Σ_g χ_i(g)* χ_j(g) = h δ_ij. A representation with character χ contains the i-th irreducible representation m_i = (1/h) Σ_g χ_i(g)* χ(g) times, and Σ_g |χ(g)|² = h Σ_i m_i² equals h exactly when it is irreducible. The program builds the 24 operations of T_d as matrices and asserts the orthogonality of matrix elements and characters in non-orthogonal bases. It asserts that the multiplicities agree with a count of intertwining matrices that uses no characters, and that the irreducibility test agrees with whether the representation matrices span all d × d matrices. The output reduces the 15 displacements of an XY₄ molecule to A1 + E + T1 + 3T2, which leaves A1 + E + 2T2 for the vibrations. A diagonalized spring model shows the predicted levels, with degeneracies 1, 2, 3 and 3. Examples from C₃ show that the test refers to complex reducibility and that the complex conjugate in the reduction formula is needed.

## Program and output

```python
"""
Result under test, for a finite group of order h and complex representations:
  sum_g conj(chi_i(g)) chi_j(g) = h delta_ij           (row orthogonality)
  m_i = (1/h) sum_g conj(chi_i(g)) chi(g)              (multiplicity)
  sum_g |chi(g)|^2 = h sum_i m_i^2, equal to h only for an irreducible chi
chi = trace of the representation matrix, chi_i = irreducible character,
m_i = number of times irreducible representation i occurs.
Main example: group Td and the displacements of a tetrahedral molecule XY4.
Multiplicities are also counted without characters, from the number of
independent matrices T with D(g) T = T D_i(g) for every g.
"""
import itertools
import numpy as np

rng = np.random.default_rng(7)


def rank(matrix):
    return int(np.sum(np.linalg.svd(matrix, compute_uv=False) > 1e-9))


def intertwiner_dimension(big, small):
    """Number of independent T with big(g) T = T small(g) for all g."""
    n, m = big.shape[1], small.shape[1]
    rows = [np.kron(b, np.eye(m)) - np.kron(np.eye(n), s.T)
            for b, s in zip(big, small)]
    return n * m - rank(np.vstack(rows))


def character(rep):
    return np.trace(rep, axis1=1, axis2=2)


def skew(rep):
    """Equivalent representation in a non-orthogonal complex basis."""
    d = rep.shape[1]
    noise = rng.normal(size=(d, d)) + 1j * rng.normal(size=(d, d))
    basis = np.eye(d) + 0.2 * noise
    return basis @ rep @ np.linalg.inv(basis)


def product(rep_a, rep_b):
    return np.array([np.kron(a, b) for a, b in zip(rep_a, rep_b)])


def direct_sum(rep_a, rep_b):
    n, m = rep_a.shape[1], rep_b.shape[1]
    out = np.zeros((len(rep_a), n + m, n + m))
    out[:, :n, :n] = rep_a
    out[:, n:, n:] = rep_b
    return out


# Td: signed permutation matrices whose signs multiply to +1
elements = []
for perm in itertools.permutations(range(3)):
    for signs in itertools.product([1, -1], repeat=3):
        if np.prod(signs) == 1:
            elements.append(np.eye(3, dtype=int)[list(perm)] @ np.diag(signs))
vector = np.array(elements)
h = len(vector)
index = {tuple(g.ravel()): n for n, g in enumerate(vector)}
table = np.array([[index[tuple((a @ b).ravel())] for b in vector]
                  for a in vector])
identity = index[tuple(np.eye(3, dtype=int).ravel())]
inverse = np.array([int(np.where(row == identity)[0][0]) for row in table])

# Irreducible representations as explicit matrices
det = np.rint(np.linalg.det(vector)).reshape(h, 1, 1)
plane = np.array([[1, -1, 0], [1, 1, -2]]).T / np.sqrt([2, 6])
irreps = {"A1": np.ones((h, 1, 1)), "A2": det,
          "E": plane.T @ np.abs(vector) @ plane,
          "T1": det * vector, "T2": vector.astype(float)}
names = list(irreps)

# Displacements of X (centre) and four Y atoms (corners)
corners = np.array([[1, 1, 1], [1, -1, -1], [-1, 1, -1], [-1, -1, 1]])
atoms = np.vstack([np.zeros((1, 3), dtype=int), corners])
moves = np.zeros((h, 5, 5))
for n, g in enumerate(vector):
    for a, position in enumerate(atoms):
        target = np.where((atoms == g @ position).all(axis=1))[0]
        assert len(target) == 1
        moves[n, target[0], a] = 1
displacement = product(moves, vector)

for rep in list(irreps.values()) + [displacement]:
    for a in range(h):
        assert np.allclose(rep[a] @ rep, rep[table[a]], atol=1e-12)

# Conjugacy classes, found by conjugation and named by trace and determinant
class_names = {(3, 1): "E", (0, 1): "C3", (-1, 1): "C2",
               (-1, -1): "S4", (1, -1): "sigma_d"}
classes = {}
for g in range(h):
    members = sorted({int(table[table[s, g], inverse[s]]) for s in range(h)})
    key = (int(np.trace(vector[g])), int(det[g, 0, 0]))
    name = class_names[key]
    assert name not in classes or classes[name] == members
    classes[name] = members
order = list(class_names.values())
assert sum(len(classes[c]) for c in order) == h
sizes = np.array([len(classes[c]) for c in order])
chi = {n: character(r) for n, r in irreps.items()}
chi_disp = character(displacement)
for values in list(chi.values()) + [chi_disp]:
    for c in order:
        assert np.ptp(values[classes[c]]) < 1e-12


def by_class(values):
    return np.array([values[classes[c][0]] for c in order])


def show(values):
    return " ".join(f"{int(round(float(v))):4d}" for v in values)


print("Td: group order h =", h, "; number of classes =", len(order))
print("classes:", ", ".join(order), "; sizes:", show(sizes))
for n in names:
    print(f"character {n:2s}:", show(by_class(chi[n])))
print("character of 15 displacements:", show(by_class(chi_disp)))

# Irreducible: the matrices span all d x d matrices
for n, rep in irreps.items():
    d = rep.shape[1]
    assert rank(rep.reshape(h, -1)) == d * d

# Orthogonality of matrix elements and characters in skewed bases
skewed = {n: skew(r) for n, r in irreps.items()}
worst = 0.0
for i in names:
    for j in names:
        left = np.einsum("gka,gbl->kabl", skewed[i], skewed[j][inverse])
        right = np.zeros_like(left)
        if i == j:
            d = irreps[i].shape[1]
            right = h / d * np.einsum("ab,kl->kabl", np.eye(d), np.eye(d))
        worst = max(worst, np.abs(left - right).max())
assert worst < 1e-9
rows = np.array([character(skewed[n]) for n in names])
gram = rows.conj() @ rows.T
assert np.allclose(gram, h * np.eye(len(names)), atol=1e-9)
print("T2 matrix-element sum, g_xx squared:",
      f"{np.sum(irreps['T2'][:, 0, 0] ** 2):.1f}")
print("row sums T2 with", ", ".join(names), ":", show(gram[4].real))


def reduce_character(values):
    m = np.array([np.vdot(chi[n], values) / h for n in names])
    assert np.allclose(m, np.rint(m.real), atol=1e-9)
    return np.rint(m.real).astype(int)


def count_without_characters(rep):
    return np.array([intertwiner_dimension(rep, irreps[n]) for n in names])


def label(m):
    return " + ".join((str(k) if k > 1 else "") + n
                      for k, n in zip(m, names) if k)


# Reduction of the displacement representation
m_disp = reduce_character(chi_disp)
assert np.array_equal(m_disp, count_without_characters(displacement))
for n, m in zip(names, m_disp):
    terms = sizes * by_class(chi[n]) * by_class(chi_disp)
    assert abs(terms.sum() / h - m) < 1e-9
    print(f"{n:2s}: class terms {show(terms)} ; sum",
          int(round(terms.sum())), "; multiplicity", m)
norm_disp = np.sum(np.abs(chi_disp) ** 2)
commutant = intertwiner_dimension(displacement, displacement)
assert abs(norm_disp / h - commutant) < 1e-9
assert commutant == np.sum(m_disp ** 2)
print("displacements =", label(m_disp))
print("sum of squared characters:", int(round(norm_disp)),
      "; divided by h:", int(round(norm_disp / h)))

# Irreducibility test on further representations
trials = {"A2 x E": product(irreps["A2"], irreps["E"]),
          "E x T2": product(irreps["E"], irreps["T2"]),
          "E x E": product(irreps["E"], irreps["E"]),
          "T2 x T2": product(irreps["T2"], irreps["T2"]),
          "E (+) E": direct_sum(irreps["E"], irreps["E"])}
for name, rep in trials.items():
    m = reduce_character(character(rep))
    assert np.array_equal(m, count_without_characters(rep))
    norm = np.sum(np.abs(character(rep)) ** 2) / h
    spans_all = rank(rep.reshape(h, -1)) == rep.shape[1] ** 2
    assert (abs(norm - 1) < 1e-9) == spans_all
    assert abs(norm - intertwiner_dimension(rep, rep)) < 1e-9
    print(f"{name}: squared sum / h = {norm:.0f} ; contents {label(m)}")

# Vibrations: prediction against a diagonalized spring model
m_vib = reduce_character(chi_disp - chi["T2"] - chi["T1"])
print("vibrations =", label(m_vib))
mass_x, mass_y, spring_xy, spring_yy = 12.0, 1.0, 1.0, 0.1
masses = np.array([mass_x] + [mass_y] * 4)
force = np.zeros((15, 15))
for a, b in itertools.combinations(range(5), 2):
    direction = (atoms[b] - atoms[a]) / np.linalg.norm(atoms[b] - atoms[a])
    stretch = np.zeros(15)
    stretch[3 * a:3 * a + 3] = -direction
    stretch[3 * b:3 * b + 3] = direction
    force += (spring_xy if a == 0 else spring_yy) * np.outer(stretch, stretch)
weights = np.repeat(1 / np.sqrt(masses), 3)
dynamical = weights[:, None] * force * weights[None, :]
assert np.allclose(displacement @ dynamical, dynamical @ displacement)
squares, modes = np.linalg.eigh(dynamical)
groups = np.split(np.arange(15), np.where(np.diff(squares) > 1e-6)[0] + 1)
print("spring model (dimensionless): masses X, Y =", mass_x, mass_y,
      "; springs XY, YY =", spring_xy, spring_yy)
found = np.zeros(len(names), dtype=int)
for members in groups:
    space = modes[:, members]
    m = count_without_characters(space.T @ displacement @ space)
    value = abs(squares[members].mean())
    if value > 1e-6:
        found += m
        assert m.sum() == 1
    else:
        assert len(members) == 6 and label(m) == "T1 + T2"
    print(f"squared frequency {value:.4f} (spring_XY/mass_Y) ;",
          "degeneracy", len(members), ";", label(m))
assert np.array_equal(found, m_vib)

# C3: real and complex reducibility differ
angle = 2 * np.pi / 3
rotation = np.array([[[np.cos(k * angle), -np.sin(k * angle)],
                      [np.sin(k * angle), np.cos(k * angle)]]
                     for k in range(3)])
eigenvalues = np.linalg.eigvals(rotation[1])
assert np.all(np.abs(eigenvalues.imag) > 0.5)   # no real invariant line
assert rank(rotation.reshape(3, -1)) < 4        # complex reducible
norm_c3 = np.sum(character(rotation) ** 2)
assert abs(norm_c3 / 3 - intertwiner_dimension(rotation, rotation)) < 1e-9
print("C3 plane rotation: characters", show(character(rotation)),
      "; squared sum", f"{norm_c3:.0f}", "; divided by 3:",
      f"{norm_c3 / 3:.0f}")
print("eigenvalues of the 120 degree rotation:",
      ", ".join(f"{z.real:.4f}{z.imag:+.4f}i" for z in eigenvalues))

# C3: complex characters, unitarization, and the role of the conjugate
omega = np.exp(1j * angle)
chi_omega = omega ** np.arange(3)
mixed = skew(np.array([np.diag([1, omega ** k]) for k in range(3)]))
assert np.linalg.norm(mixed[1].conj().T @ mixed[1] - np.eye(2)) > 1e-2
metric = sum(g.conj().T @ g for g in mixed)
lengths, axes = np.linalg.eigh(metric)
root = axes @ np.diag(np.sqrt(lengths)) @ axes.conj().T
unitary = root @ mixed @ np.linalg.inv(root)
for g in unitary:
    assert np.allclose(g.conj().T @ g, np.eye(2), atol=1e-10)
chi_mixed = character(mixed)
assert np.allclose(chi_mixed[[0, 2, 1]], chi_mixed.conj(), atol=1e-10)
with_conjugate = np.sum(chi_omega.conj() * chi_mixed) / 3
without_conjugate = np.sum(chi_omega * chi_mixed) / 3
true_count = int(np.sum(np.abs(np.linalg.eigvals(mixed[1]) - omega) < 1e-9))
assert abs(with_conjugate - true_count) < 1e-9
assert abs(without_conjugate - true_count) > 0.5
print("C3, 1 (+) omega: true count of omega", true_count,
      "; with conjugate", f"{abs(with_conjugate):.0f}",
      "; without conjugate", f"{abs(without_conjugate):.0f}")

print("finished without a failed check")
```

Running it gives:

```
Td: group order h = 24 ; number of classes = 5
classes: E, C3, C2, S4, sigma_d ; sizes:    1    8    3    6    6
character A1:    1    1    1    1    1
character A2:    1    1    1   -1   -1
character E :    2   -1    2    0    0
character T1:    3    0   -1    1   -1
character T2:    3    0   -1   -1    1
character of 15 displacements:   15    0   -1   -1    3
T2 matrix-element sum, g_xx squared: 8.0
row sums T2 with A1, A2, E, T1, T2 :    0    0    0    0   24
A1: class terms   15    0   -3   -6   18 ; sum 24 ; multiplicity 1
A2: class terms   15    0   -3    6  -18 ; sum 0 ; multiplicity 0
E : class terms   30    0   -6    0    0 ; sum 24 ; multiplicity 1
T1: class terms   45    0    3   -6  -18 ; sum 24 ; multiplicity 1
T2: class terms   45    0    3    6   18 ; sum 72 ; multiplicity 3
displacements = A1 + E + T1 + 3T2
sum of squared characters: 288 ; divided by h: 12
A2 x E: squared sum / h = 1 ; contents E
E x T2: squared sum / h = 2 ; contents T1 + T2
E x E: squared sum / h = 3 ; contents A1 + A2 + E
T2 x T2: squared sum / h = 4 ; contents A1 + E + T1 + T2
E (+) E: squared sum / h = 4 ; contents 2E
vibrations = A1 + E + 2T2
spring model (dimensionless): masses X, Y = 12.0 1.0 ; springs XY, YY = 1.0 0.1
squared frequency 0.0000 (spring_XY/mass_Y) ; degeneracy 6 ; T1 + T2
squared frequency 0.0717 (spring_XY/mass_Y) ; degeneracy 3 ; T2
squared frequency 0.1000 (spring_XY/mass_Y) ; degeneracy 2 ; E
squared frequency 1.2394 (spring_XY/mass_Y) ; degeneracy 3 ; T2
squared frequency 1.4000 (spring_XY/mass_Y) ; degeneracy 1 ; A1
C3 plane rotation: characters    2   -1   -1 ; squared sum 6 ; divided by 3: 2
eigenvalues of the 120 degree rotation: -0.5000+0.8660i, -0.5000-0.8660i
C3, 1 (+) omega: true count of omega 1 ; with conjugate 1 ; without conjugate 0
finished without a failed check
```
